# Power-law ligand exchange from gamma-distributed first-order site rates: verification in Python

```python
# Result under test: sites that each react as exp(-k t), with k gamma-distributed
# (shape alpha, scale theta), leave the unreacted fraction
#     U(t) = (1 + theta t)^(-alpha)  ->  (theta t)^(-alpha) at long times.
# Reduced variables: x = k/theta (rate constant), s = theta*t (time).
# The program also tests the cause of the tail and the effects that end it.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import gamma, gammainc, gammaincc, gammaincinv, beta

STEP = 0.2


def site_classes(shape, low=-60.0):
    """Site classes on a uniform grid in ln x, with their gamma weights."""
    y = np.arange(low, 4.2, STEP)
    x = np.exp(y)
    return x, STEP * np.exp(shape * y - x) / gamma(shape)


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


def U_formula(s, shape):
    return (1 + s) ** (-shape)


# ---------- example parameters (round, roughly typical values) ----------
alpha = 0.8
k_mean = 2.0e-3              # 1/s
theta = k_mean / alpha       # 1/s
T, T_hot = 298.15, 348.15    # K
diameter = 4.0               # nm
density = 4.0                # ligands per nm^2
c_sites, c_in = 1.0, 20.0    # mM (equal to mol/m^3)
K_eq = 100.0                 # exchange equilibrium constant, same at all sites
barrier_cap = 0.20           # eV above the barrier belonging to k = theta
day = 86400.0                # s
renewal_time = 10 * day      # s
D = 5e-10                    # m^2/s, diffusion coefficient of incoming ligand
s_day = theta * day
U_day = U_formula(s_day, alpha)
n_lig = int(round(np.pi * diameter**2 * density))
kT = const.k * T / const.e   # eV

# ---------- average, tail bound, survivors and apparent order ----------
for shape in (0.5, 0.8, 1.7):
    x, w = site_classes(shape)
    for s in (0.3, 5.0, 200.0, 5000.0):
        left = w * np.exp(-x * s)
        U = left.sum()
        assert close(U, U_formula(s, shape), 1e-8)
        assert 0 < 1 - U / s ** (-shape) < shape / s
        mean = (x * left).sum() / U
        var = (x**2 * left).sum() / U - mean**2
        assert close(mean, shape / (1 + s), 1e-8)
        assert close(var, shape / (1 + s) ** 2, 1e-7)
        assert close((x * left).sum(), shape * U ** (1 + 1 / shape), 1e-7)

# ---------- times to a given fraction, and mean lifetime ----------
x, w = site_classes(alpha)


def time_to(f):
    return (f ** (-1 / alpha) - 1) / theta


for f in (0.5, 0.1, 0.01):
    root = brentq(lambda s: (w * np.exp(-x * s)).sum() - f, 0, 1e4)
    assert close(root / theta, time_to(f), 1e-7)
x2, w2 = site_classes(1.7)
assert close((w2 / x2).sum(), 1 / 0.7, 1e-8)
for s in (1e2, 1e5):
    area = (w * -np.expm1(-x * s) / x).sum()
    assert close(area, ((1 + s) ** (1 - alpha) - 1) / (1 - alpha), 1e-7)

# ---------- only the density near k = 0 sets the exponent ----------
b, s = 3.0, 2000.0
num = quad(lambda z: np.exp(-s * z), 0, 1, weight='alg',
           wvar=(alpha - 1, b - 1), limit=300)[0] / beta(alpha, b)
assert close(num, gamma(alpha) / beta(alpha, b) * s ** (-alpha), 2e-3)


def local_exponent(rates, weights, s):
    left = weights * np.exp(-rates * s)
    return s * (rates * left).sum() / left.sum()


sig2 = np.log(1 + 1 / alpha)     # lognormal with the same mean and variance
mu = np.log(alpha) - sig2 / 2
w_log = np.exp(-(np.log(x) - mu) ** 2 / (2 * sig2))
w_log /= w_log.sum()
assert close((w_log * x).sum(), alpha, 1e-4)
log_early, log_late = [local_exponent(x, w_log, s) for s in (1e3, 1e6)]
assert log_early > 3 * alpha and log_late > 1.5 * log_early

# ---------- barriers: exponential tail, and exponent at another T ----------
e1, e2 = 15.0, 20.0              # barriers in units of kT above that of theta
ratio = gammainc(alpha, np.exp(-e2)) / gammainc(alpha, np.exp(-e1))
assert close(ratio, np.exp(-alpha * (e2 - e1)), 1e-5)
alpha_hot = alpha * T_hot / T
assert close(local_exponent(x ** (T / T_hot), w, 1e8), alpha_hot, 1e-5)

# ---------- random simulation of individual sites ----------
rng = np.random.default_rng(7)
particles = 10000
k = rng.gamma(alpha, theta, (particles, n_lig))
alive = rng.exponential(size=k.shape) / k > day
sigma = np.sqrt(U_day * (1 - U_day) / alive.size)
U_sim = alive.mean()
assert abs(U_sim - U_day) < 4.5 * sigma
k90 = gammaincinv(alpha, 0.9) * theta / (1 + s_day)
slow_share = gammainc(alpha, k90 / theta)
assert abs((k[alive] < k90).mean() - 0.9) < 4.5 * np.sqrt(0.09 / alive.sum())
p_clean = (1 - U_day) ** n_lig
clean_sim = (alive.sum(axis=1) == 0).mean()
assert abs(clean_sim - p_clean) < 4.5 * np.sqrt(p_clean / particles)
del k, alive

# ---------- smallest rate constant (truncated gamma distribution) ----------
x_min = np.exp(-barrier_cap / kT)


def U_cut(s):
    return (U_formula(s, alpha) * gammaincc(alpha, x_min * (1 + s))
            / gammaincc(alpha, x_min))


def cut_integral(s, power):
    """Integral of x^power p(x) exp(-(x - x_min) s) above x_min."""
    top = np.log(x_min + 60 / (1 + s))
    return quad(lambda y: np.exp((alpha + power) * y - np.exp(y)
                                 - (np.exp(y) - x_min) * s) / gamma(alpha),
                np.log(x_min), top, limit=300)[0]


direct = cut_integral(s_day, 0) * np.exp(-x_min * s_day) / cut_integral(0, 0)
assert close(direct, U_cut(s_day), 1e-6)
s_late = 50 / x_min
final_rate = cut_integral(s_late, 1) / cut_integral(s_late, 0) / x_min
assert 1 < final_rate < 1.05     # decay has become exponential at k_min

# ---------- depletion of incoming ligand and reverse exchange ----------
xs, ws = site_classes(alpha, low=-34.0)
load = c_sites / c_in


def coupled_sites(inverse_K, s_end, s_out):
    def rhs(s, u):
        released = load * (1 - ws @ u)
        return -xs * ((1 - released) * u - inverse_K * released * (1 - u))
    sol = solve_ivp(rhs, (0, s_end), np.ones_like(xs), method='BDF',
                    t_eval=s_out, rtol=1e-8, atol=1e-11)
    assert sol.success
    return ws @ sol.y


U_depl = coupled_sites(0.0, s_day, [s_day])[0]
clock = solve_ivp(lambda s, q: 1 - load * (1 - U_formula(q, alpha)),
                  (0, s_day), [0.0], rtol=1e-10, atol=1e-12).y[0, -1]
assert close(U_depl, U_formula(clock, alpha), 1e-4)
s_long = 1e6 * s_day
U_rev, U_final = coupled_sites(1 / K_eq, s_long, [s_day, s_long])
plateau = brentq(lambda u: K_eq * (1 - load * (1 - u)) * u
                 - load * (1 - u) ** 2, 0, 1)
assert close(U_final, plateau, 2e-3)

# ---------- renewal of site rate constants at rate h ----------
h = 1 / (renewal_time * theta)
root_w = np.sqrt(ws)
vals, vecs = np.linalg.eigh(np.diag(xs + h) - h * np.outer(root_w, root_w))
amps = (root_w @ vecs) ** 2


def U_renewed(s):
    return (amps * np.exp(-vals * s)).sum()


for s in (s_day, 5 / h):
    assert 0 < np.log(U_renewed(s) * np.exp(h * s) / U_formula(s, alpha)) < 0.1

# ---------- diffusive supply of incoming ligand to one nanocrystal ----------
supply = 4 * np.pi * D * (diameter / 2 * 1e-9) * c_in * const.N_A
demand = n_lig * k_mean
assert supply > 1e3 * demand

# ---------- printed numbers ----------
print(f"shape alpha = {alpha}")
print(f"mean rate constant = {k_mean:.4f} 1/s")
print(f"scale theta = {theta:.4f} 1/s; 1/theta = {1/theta:.0f} s")
print(f"apparent reaction order 1+1/alpha = {1+1/alpha:.2f}")
print("time (s) | theta*t | U | power law | exp(-mean k t) | local exponent")
for t in (60.0, 600.0, 3600.0, 21600.0, day):
    s = theta * t
    print(f"{t:.0f} | {s:.2f} | {U_formula(s, alpha):.4f} | "
          f"{s**-alpha:.4f} | {np.exp(-k_mean*t):.2e} | {alpha*s/(1+s):.3f}")
for f in (0.5, 0.1, 0.01):
    print(f"time to U = {f}: {time_to(f):.0f} s; single exponential: "
          f"{-np.log(f)/k_mean:.0f} s")
t5 = 1 / (theta * (0.95 ** (-1 / alpha) - 1))
print(f"U is within 5% of the power law after {t5:.0f} s")
print(f"mean k of survivors at one day = {k_mean/(1+s_day):.2e} 1/s")
print(f"90% of survivors at one day have k below {k90:.2e} 1/s")
print(f"share of all sites with such k = {100*slow_share:.2f} %")
print(f"simulated U at one day = {U_sim:.5f}; formula = {U_day:.5f}")
print(f"nanocrystal diameter = {diameter} nm; density = {density} per nm^2")
print(f"ligands per nanocrystal = {n_lig}")
print(f"original ligands left at one day = {n_lig*U_day:.2f} per nanocrystal")
print(f"fully exchanged nanocrystals at one day = {100*p_clean:.1f} %")
print(f"  same from simulation = {100*clean_sim:.1f} %")
print(f"local exponent of lognormal at theta*t=1e3: {log_early:.2f}")
print(f"local exponent of lognormal at theta*t=1e6: {log_late:.2f}")
print(f"temperature = {T} K; kT = {1000*kT:.2f} meV")
print(f"barrier tail width kT/alpha = {1000*kT/alpha:.1f} meV")
print(f"barrier rise of survivors, kT ln(1+theta t), at one day = "
      f"{kT*np.log(1+s_day):.3f} eV")
print(f"tail exponent at {T_hot} K, same barriers = {alpha_hot:.3f}")
print("Neglected effects, as change of U at one day:")
print(f"surface ligand = {c_sites} mM; incoming ligand = {c_in} mM")
print(f"depletion of incoming ligand: {100*(U_depl/U_day-1):+.1f} %")
print(f"depletion and reverse exchange, K = {K_eq:.0f}: "
      f"{100*(U_rev/U_day-1):+.1f} %")
print(f"final plateau from reverse exchange: U = {plateau:.2e}")
print(f"barrier ceiling {barrier_cap:.2f} eV above that of theta: "
      f"{100*(U_cut(s_day)/U_day-1):+.1f} %")
print(f"  k_min = {x_min*theta:.2e} 1/s; 1/k_min = "
      f"{1/(x_min*theta*day):.1f} days")
print(f"site renewal in {renewal_time/day:.0f} days: "
      f"{100*(U_renewed(s_day)/U_day-1):+.1f} %")
print(f"diffusion coefficient = {D:.1e} m^2/s")
print(f"diffusive supply = {supply:.1e} ligands/s per nanocrystal")
print(f"initial consumption = {demand:.2f} ligands/s per nanocrystal")
print("all tests passed")
```

It prints:

```
shape alpha = 0.8
mean rate constant = 0.0020 1/s
scale theta = 0.0025 1/s; 1/theta = 400 s
apparent reaction order 1+1/alpha = 2.25
time (s) | theta*t | U | power law | exp(-mean k t) | local exponent
60 | 0.15 | 0.8942 | 4.5617 | 8.87e-01 | 0.104
600 | 1.50 | 0.4804 | 0.7230 | 3.01e-01 | 0.480
3600 | 9.00 | 0.1585 | 0.1724 | 7.47e-04 | 0.720
21600 | 54.00 | 0.0405 | 0.0411 | 1.73e-19 | 0.785
86400 | 216.00 | 0.0135 | 0.0136 | 8.99e-76 | 0.796
time to U = 0.5: 551 s; single exponential: 347 s
time to U = 0.1: 6713 s; single exponential: 1151 s
time to U = 0.01: 126091 s; single exponential: 2303 s
U is within 5% of the power law after 6041 s
mean k of survivors at one day = 9.22e-06 1/s
90% of survivors at one day have k below 2.24e-05 1/s
share of all sites with such k = 2.46 %
simulated U at one day = 0.01340; formula = 0.01352
nanocrystal diameter = 4.0 nm; density = 4.0 per nm^2
ligands per nanocrystal = 201
original ligands left at one day = 2.72 per nanocrystal
fully exchanged nanocrystals at one day = 6.5 %
  same from simulation = 6.9 %
local exponent of lognormal at theta*t=1e3: 5.69
local exponent of lognormal at theta*t=1e6: 13.13
temperature = 298.15 K; kT = 25.69 meV
barrier tail width kT/alpha = 32.1 meV
barrier rise of survivors, kT ln(1+theta t), at one day = 0.138 eV
tail exponent at 348.15 K, same barriers = 0.934
Neglected effects, as change of U at one day:
surface ligand = 1.0 mM; incoming ligand = 20.0 mM
depletion of incoming ligand: +4.0 %
depletion and reverse exchange, K = 100: +7.7 %
final plateau from reverse exchange: U = 5.26e-04
barrier ceiling 0.20 eV above that of theta: -14.9 %
  k_min = 1.04e-06 1/s; 1/k_min = 11.1 days
site renewal in 10 days: -8.8 %
diffusion coefficient = 5.0e-10 m^2/s
diffusive supply = 1.5e+08 ligands/s per nanocrystal
initial consumption = 0.40 ligands/s per nanocrystal
all tests passed
```
